# The standard entropy of silane vapour and its symmetry number

## Problem

Find the standard molar entropy of silane vapour, SiH₄, at $T=298.15$ K and $p=1$ bar. The data are:

- molar mass 32.117 g/mol;
- rotational constant $B=2.9\ \mathrm{cm^{-1}}$;
- symmetry number $\sigma=12$;
- fundamentals 2200 (A₁, one mode), 970 (E, two modes), 2200 (T₂, three modes) and 910 cm⁻¹ (T₂, three modes).

The rotational constant and the fundamentals are rough measured values, rounded to two figures. Treat the vapour as an ideal gas, each molecule as a rigid rotor, and the nine vibrations as independent harmonic oscillators. The electronic ground state is a singlet and adds no entropy.

## A tempting solution

For $N$ identical molecules, each with partition function $q$, the partition function of the gas is $Q=q^N/N!$. The division by $N!$ is there because identical particles cannot be told apart.

A symmetry number also expresses the fact that identical particles cannot be told apart. Since $N!$ has already dealt with that, dividing by 12 as well would correct twice for the same thing. The symmetry number is therefore left out, and the rotational partition function is taken as

$$q_{\rm rot}=\sqrt{\pi}\left(\frac{kT}{hcB}\right)^{3/2}=1071 .$$

This gives $S_{\rm rot}=R\left(\tfrac32+\ln 1071\right)=70.47$ J/mol/K. With 152.12 J/mol/K for translation and 2.58 J/mol/K for vibration, both derived below, the total is 225.2 J/mol/K.

## Where the fault lies

The argument treats two different exchanges as one. The factor $N!$ removes the exchange of whole molecules. It says nothing about the exchange of hydrogen atoms inside one molecule. A count that starts from the atoms shows both.

Give labels to all $N$ silicon atoms and all $4N$ hydrogen atoms. A classical sum over labelled atoms must be divided by $N!\,(4N)!$, because a permutation of like atoms produces no new state. The labelled sum itself is built up as follows.

1. The hydrogens can be shared out, four to each labelled silicon, in $(4N)!/(4!)^N$ ways.
2. Four labelled hydrogens can sit on a tetrahedron in two arrangements that no rotation turns into each other. They are mirror images. This gives a factor $2^N$.
3. For each arrangement, every molecule runs over all positions, orientations and vibrations. Call the result $q_{\rm full}$, with all orientations counted as different.

Together these give

$$Q=\frac{1}{N!\,(4N)!}\,\frac{(4N)!}{(4!)^N}\,2^N q_{\rm full}^N=\frac{1}{N!}\left(\frac{q_{\rm full}}{12}\right)^{N}.$$

The $(4N)!$ has cancelled. What is left is the familiar $N!$ and, separately, a factor $24/2=12$ for each molecule. That factor is the symmetry number: the number of rotations that carry the molecule into a position differing only in the labels of like atoms. For a tetrahedron these are the identity, eight rotations by ±120° about the Si–H bonds, and three by 180° about the axes that bisect H–Si–H angles. The reflections of the tetrahedron are not counted, because no turning of a rigid molecule can carry them out.

Leaving out $\sigma$ adds $R\ln 12=20.66$ J/mol/K to the entropy.

## The right solution

### From partition function to entropy

The entropy is $S=k\ln Q+U/T$, where $U=kT^2\,\partial\ln Q/\partial T$ at fixed volume. If the motions are independent, $q=q_{\rm trans}q_{\rm rot}q_{\rm vib}$. The logarithm then splits into a sum, and so does $S$. The factor $1/N!$ appears once and is placed with translation.

### Translation

A molecule of mass $m$ in a cube of side $L$ has, for each direction, the levels $h^2n^2/(8mL^2)$ with $n=1,2,\dots$ With the thermal wavelength $\Lambda=h/\sqrt{2\pi mkT}$, the exponent becomes

$$\frac{h^2n^2}{8mL^2kT}=\frac{\pi\Lambda^2}{4L^2}\,n^2 .$$

For $L\gg\Lambda$ neighbouring terms hardly differ, and the sum may be replaced by an integral:

$$\sum_n e^{-\pi\Lambda^2n^2/4L^2}\simeq\int_0^\infty e^{-\pi\Lambda^2n^2/4L^2}\,dn=\frac{\sqrt\pi}{2}\,\frac{2L}{\sqrt\pi\,\Lambda}=\frac{L}{\Lambda}.$$

Three directions give $q_{\rm trans}=V/\Lambda^3$. Since this is proportional to $T^{3/2}$, the energy is $U=\tfrac32NkT$. Stirling's formula, $\ln N!\simeq N\ln N-N$, then leads to

$$\frac{S_{\rm trans}}{Nk}=\ln\frac{V}{\Lambda^3}-\ln N+1+\frac32=\frac52+\ln\frac{V}{N\Lambda^3}.$$

For one mole $Nk=R$, and the ideal-gas law gives $V/N=kT/p$. Therefore

$$S_{\rm trans}=R\left[\frac52+\ln\frac{kT}{p\Lambda^3}\right].$$

One molecule has the mass $5.3332\times10^{-26}$ kg, so $\Lambda=1.7841\times10^{-11}$ m. The volume per molecule is $kT/p=4.1164\times10^{-26}\ \mathrm{m^3}$. The ratio $kT/(p\Lambda^3)$ is $7.249\times10^6$, and its logarithm is 15.796. Hence

$$S_{\rm trans}=8.31446\times(2.5+15.796)=152.12\ \text{J/mol/K}.$$

The large ratio also shows that the gas is dilute in the quantum sense: there are millions of thermal volumes $\Lambda^3$ for each molecule. This is the condition under which $q^N/N!$ may be used.

### Rotation

A spherical top has three equal moments of inertia. Its levels are $hcBJ(J+1)$. Each is $(2J+1)^2$-fold degenerate: there are $2J+1$ orientations of the angular momentum in space and $2J+1$ projections on an axis fixed in the molecule, and the energy depends on neither.

Write $b=hcB/kT$ and $y=J+\tfrac12$, so that $J(J+1)=y^2-\tfrac14$. When $b\ll1$ the sum over levels becomes an integral:

$$\sum_J(2J+1)^2e^{-bJ(J+1)}\simeq e^{b/4}\int_0^\infty4y^2e^{-by^2}dy=e^{b/4}\,\sqrt\pi\,b^{-3/2}.$$

Here $\int_0^\infty y^2e^{-by^2}dy=\tfrac{\sqrt\pi}{4}b^{-3/2}$ was used. Division by $\sigma$ gives

$$q_{\rm rot}=\frac{\sqrt\pi}{\sigma}\,b^{-3/2}\,e^{b/4}.$$

The factor $e^{b/4}$ is close to one, and it has no effect on the entropy at all. Since $b\propto1/T$,

$$\frac{U_{\rm rot}}{NkT}=-b\,\frac{d\ln q_{\rm rot}}{db}=\frac32-\frac b4 ,$$

and the $-b/4$ cancels the $+b/4$ in $\ln q_{\rm rot}$. What remains is

$$S_{\rm rot}=R\left[\frac32+\ln\left(\frac{\sqrt\pi}{\sigma}\Big(\frac{kT}{hcB}\Big)^{3/2}\right)\right].$$

At 298.15 K, $kT/hc=207.22\ \mathrm{cm^{-1}}$, so $kT/hcB=71.457$. The argument of the logarithm is 89.219 and its logarithm is 4.4911. Hence

$$S_{\rm rot}=8.31446\times(1.5+4.4911)=49.81\ \text{J/mol/K}.$$

### Vibration

An oscillator of wavenumber $\tilde\nu$ has levels $(n+\tfrac12)hc\tilde\nu$. With $x=hc\tilde\nu/kT$, the geometric series gives

$$q=\frac{e^{-x/2}}{1-e^{-x}},\qquad \frac{U}{NkT}=-x\frac{d\ln q}{dx}=\frac x2+\frac{x}{e^x-1}.$$

In the sum $\ln q+U/NkT$ the zero-point terms $-x/2$ and $+x/2$ cancel. Each mode therefore contributes

$$S_{\rm mode}=R\left[\frac{x}{e^x-1}-\ln(1-e^{-x})\right].$$

| Fundamental (cm⁻¹) | Modes | $x$ | $S_{\rm mode}$ (J/mol/K) |
|---|---|---|---|
| 2200, A₁ | 1 | 10.616 | 0.0024 |
| 970, E | 2 | 4.681 | 0.4416 |
| 2200, T₂ | 3 | 10.616 | 0.0024 |
| 910, T₂ | 3 | 4.391 | 0.5614 |

Every mode must be counted, not every fundamental:

$$S_{\rm vib}=4(0.0024)+2(0.4416)+3(0.5614)=2.58\ \text{J/mol/K}.$$

For large $x$ the formula reduces to $S_{\rm mode}\simeq R(1+x)e^{-x}$. The stretches are thus almost frozen, and nearly all of $S_{\rm vib}$ comes from the five bending modes.

### Total

$$S=152.12+49.81+2.58=204.5\ \text{J/mol/K}.$$

The rounding of the data limits this result. If $B$ and all wavenumbers are moved together to the lower or upper ends of their rounding intervals, the total moves up or down by about 0.3 J/mol/K. Most of this spread comes from $B$: differentiating $S_{\rm rot}$ gives $dS_{\rm rot}=-\tfrac32R\,dB/B$, which is about 0.2 J/mol/K for a change of 0.05 cm⁻¹.

## The same factor 12 from quantum mechanics

The count from the atoms was classical. In quantum mechanics nothing is divided by 12. Instead, the Pauli principle forbids most combinations of rotational and nuclear-spin states.

Each proton has two spin states, so four protons have $2^4=16$. A rotation of the molecule into itself permutes the protons evenly, and an even permutation must leave the total wave function unchanged. Odd permutations connect the two mirror-image arrangements of labels. Antisymmetry then keeps one combination of the two, so the count can be made for one arrangement with the twelve rotations alone.

The number of allowed states is the average, over the twelve rotations, of the product of two characters (traces). A spin state contributes to the trace if all protons within each cycle of the permutation have the same spin, so the spin character is 2 to the power of the number of cycles. The identity has four cycles and gives 16. A 120° rotation leaves one proton in place and cycles three, which gives $2^2=4$. A 180° rotation swaps two pairs, which also gives 4. The rotational character for angle $\alpha$ is

$$\chi_J(\alpha)=\frac{\sin[(J+\frac12)\alpha]}{\sin(\alpha/2)},\qquad \chi_J(0)=2J+1 .$$

For each of the $2J+1$ orientations in space, the number of allowed states in the vibrational ground state is

$$g_J=\frac{1}{12}\left[16(2J+1)+32\,\chi_J\!\left(\tfrac{2\pi}{3}\right)+12\,\chi_J(\pi)\right].$$

For $J=0$ all characters equal one, and $g_0=60/12=5$: of 16 spin states, five may go with the non-rotating molecule. For large $J$ the first term grows with $J$, while the other two stay bounded and change sign. On average $g_J$ is $16(2J+1)/12$, which is the full spin factor 16 and the symmetry number 12.

The bounded terms almost vanish from the thermal sum. Extending the sum over $y=J+\tfrac12$ to negative values, which is allowed because the terms are even in $y$, gives

$$\sum_J(2J+1)\chi_J(\alpha)e^{-bJ(J+1)}=\frac{e^{b/4}}{\sin(\alpha/2)}\sum_{y=\pm\frac12,\pm\frac32,\dots}y\sin(\alpha y)\,e^{-by^2}.$$

By Poisson's summation formula, a sum over equally spaced points equals a sum of Fourier integrals of the same function. Here these are Fourier integrals of $y\,e^{-by^2}$ at the frequencies $|\alpha+2\pi n|$, with $n$ any integer, and a frequency $s$ brings the factor $e^{-s^2/4b}$. The smallest frequency is $2\pi/3$, so the largest factor is $e^{-\pi^2/9b}$. At $1/b=71.5$ this is about $e^{-78}$. The same formula shows that replacing the sum for the identity by an integral costs a still smaller factor, $e^{-\pi^2/b}$.

The classical formula is therefore far more accurate at room temperature than the condition $b\ll1$ suggests. It fails when $kT$ comes down to a few times $hcB$. Since $hcB/k=298.15/71.457=4.2$ K, this happens below about 20 K, where the separate values of $g_J$ matter. If the nuclear-spin species (total proton spin 2, 1 and 0) stay in equilibrium with each other, the classical $S_{\rm rot}$ is too high by 0.05 J/mol/K at 30 K, by 0.4 J/mol/K at 20 K and by 2.1 J/mol/K at 10 K, with the spin entropy $R\ln16$ left out on both sides. If conversion between the species is slow and they keep their high-temperature ratio 5:9:2, the first two values hardly change, but the error at 10 K is only 0.6 J/mol/K. Bulk silane is condensed at these temperatures, so the numbers describe isolated molecules.

The quantum sum contains the spin factor 16, that is, an entropy $R\ln16=23.05$ J/mol/K. By convention, tabulated standard entropies leave this out, as they do the entropy of mixing isotopes, and the result above follows that convention. In a chemical reaction the spin factors cancel, because each proton brings a factor 2 on both sides. This requires a temperature at which, for every molecule involved, the sum over allowed states is close to the full spin factor times the ordinary rotational sum divided by $\sigma$. For H₂, whose rotational levels lie far apart, that holds to about 0.1 percent at room temperature, but at 100 K the true sum is about 15 percent smaller. Symmetry numbers do not cancel in this way, since they belong to the molecule and not to the atom.

## A second case: data from a calculation

The rotational constant and wavenumbers can also be computed. The level used here is second-order Møller–Plesset theory (MP2) with density fitting in the cc-pVTZ basis, with the silicon 1s, 2s and 2p electrons left uncorrelated.

A quartic polynomial through the energies at five bond lengths has its minimum at $r=1.4773$ Å. With unit vectors $(x,y,z)$ from silicon to the hydrogens, each hydrogen has $x^2=y^2=z^2=\tfrac13$. The moment of inertia is therefore

$$I=4m_{\rm H}r^2\left(\tfrac13+\tfrac13\right)=\tfrac83m_{\rm H}r^2 .$$

Silicon lies at the centre of mass and does not enter. From $B=h/(8\pi^2cI)$ one finds 2.8735 cm⁻¹.

Symmetry reduces the nine vibrations to three small problems, which together give four wavenumbers.

- **Breathing (A₁).** The curvature of the same polynomial, divided by $4m_{\rm H}$, is $\omega^2$.
- **E bend.** Each hydrogen moves by $u(-x,-y,2z)$. The effective mass is $4m_{\rm H}(\tfrac13+\tfrac13+\tfrac43)=8m_{\rm H}$.
- **T₂ stretch and bend.** Let $s$ be the displacement of silicon along $z$ relative to the hydrogens, and let each hydrogen also move by $w(y,x,0)$. The masses are $\mu=4m_{\rm H}m_{\rm Si}/(4m_{\rm H}+m_{\rm Si})$ and $\tfrac83m_{\rm H}$. The two wavenumbers follow from

$$(K_{ss}-\mu\omega^2)\left(K_{ww}-\tfrac83m_{\rm H}\omega^2\right)=K_{sw}^2 .$$

The force constants $K$ are second differences of the energy for displacements of 0.04 bohr. The harmonic wavenumbers are 2296 (A₁), 1004 (E), 2303 (T₂) and 951 cm⁻¹ (T₂). The entropy is then

$$S=152.12+49.93+2.21=204.3\ \text{J/mol/K}.$$

In the smaller cc-pVDZ basis the total is 204.5 J/mol/K. The change of $-0.2$ J/mol/K on enlarging the basis shows that the first decimal is not settled at this level, and the agreement of the smaller basis with the first result has no special meaning. Another basis of triple-zeta quality, def2-TZVPP, gives a bond length of 1.474 Å, $B=2.887\ \mathrm{cm^{-1}}$ and a total that is lower than with cc-pVTZ by less than 0.1 J/mol/K. The last two decimals quoted above for the bond length, and the last three for $B$, therefore belong to the chosen basis, not to the molecule. The larger cc-pVQZ basis gives about 1.475 Å and $B=2.883\ \mathrm{cm^{-1}}$. The wavenumbers are likewise unsettled: with def2-TZVPP the stretches lie 4 to 6 cm⁻¹ higher, and the bends move by about 1 cm⁻¹. The frozen core matters as much as the basis. Correlating the silicon 2s and 2p electrons in def2-TZVPP shortens the bond by a further 0.0035 Å, raises $B$ to 2.901 cm⁻¹ and the breathing wavenumber by about 10 cm⁻¹, and lowers $S_{\rm rot}$ by 0.06 J/mol/K. That basis is not built for core correlation, so these shifts give only the rough size of the effect.

The computed vibrational part is 0.37 J/mol/K below that from the rough fundamentals, because the computed bends lie higher by about 3.5 and 4.5 percent. Part of such a gap is to be expected. A harmonic wavenumber describes the curvature at the minimum, whereas a fundamental is the spacing between the two lowest levels of the real, anharmonic mode. The rest is error of the electronic-structure level and rounding of the data, and the comparison does not separate these. Lowering all computed wavenumbers by 3 percent raises $S$ by 0.27 J/mol/K. Lowering $B$ by 1 percent, a trial size for the effect of vibrational averaging on the bond length, raises it by 0.13 J/mol/K.

## What the number means in use

Silane is a precursor for depositing silicon films, and its entropy enters the equilibrium constant of its decomposition. Overstating the entropy by $R\ln12$ lowers the computed free energy of the gas at 298.15 K by $298.15\times20.66$ J/mol, or 6.2 kJ/mol. For $\mathrm{SiH_4\to Si(s)+2H_2}$, with the products treated correctly, the equilibrium constant would come out too small by a factor of 12.

The conditions in a deposition reactor can be far from 1 bar and 298.15 K, and the entropy must then be corrected for both pressure and temperature. For an ideal gas at fixed temperature, a pressure lower by a factor of ten adds $R\ln10=19.1$ J/mol/K, far more than any uncertainty met above. Passing from 1 bar to 1 atm, by contrast, takes away 0.11 J/mol/K. On heating, all three parts grow and the bends cease to be a small correction, so the sum must be evaluated afresh at the working temperature.
